# Building the gold K-alpha1 energy from Schrödinger to QED

## Question

I want to understand the gold K-alpha1 line, near 69 keV, as a sum of Schrödinger, Dirac, nuclear-size, relaxation, Breit and QED parts. My one-electron formulas give a Schrödinger and a Dirac energy, but I do not know how to screen them. I also cannot see how a one-electron ion could have a Breit correction, or which signs the small terms should have. Which parts follow from hydrogenic scaling, and which need a radial calculation for the whole atom?

## Answer

I use Hartree atomic units, with $c=1/\alpha$, and convert only the main results. The line moves a hole from $1s$ to $2p_{3/2}$, so

$$\omega=E(1s^{-1})-E(2p_{3/2}^{-1}).$$

Anything that makes a $1s$ electron less bound therefore tends to lower $\omega$. The parts depend on the order in which effects are switched on. My order is: Schrödinger with frozen orbitals, Dirac, finite nucleus, relaxation, Breit, QED. The atom is free, with outer shells $5d^{10}6s^1$, and energies are averaged over the levels of each configuration.

### 1. The one-electron ion

Write $\psi=r^{-1}(P\chi_\kappa,\,iQ\chi_{-\kappa})$, with $\varepsilon$ measured from the rest energy. For a point nucleus,

$$c\left(P'+\frac{\kappa P}{r}\right)=\left(2c^2+\varepsilon+\frac Zr\right)Q,\qquad
c\left(-Q'+\frac{\kappa Q}{r}\right)=\left(\varepsilon+\frac Zr\right)P .$$

Both states of the line are nodeless, with $\kappa=-k$: $k=1$ for $1s$ and $k=2$ for $2p_{3/2}$. Try $P=r^\gamma e^{-\lambda r}$, $Q=\rho P$. The $1/r$ terms give

$$c(\gamma-k)=Z\rho,\qquad -c(\gamma+k)\rho=Z,$$

so $\gamma^2=k^2-(Z\alpha)^2$ and $\rho^2=(k-\gamma)/(k+\gamma)$. The constant terms give $-c\lambda=(2c^2+\varepsilon)\rho$ and $c\lambda\rho=\varepsilon$. Eliminating $\lambda$ gives $-\varepsilon=(2c^2+\varepsilon)\rho^2$, hence

$$\varepsilon=-\frac{2c^2\rho^2}{1+\rho^2}=-c^2\left(1-\frac{\gamma}{k}\right)
=-\frac{Z^2}{2k^2}-\frac{\alpha^2Z^4}{8k^4}-\dots$$

Subtracting the two levels,

$$\omega_{\rm ion}=\frac38Z^2+\frac{15}{128}\alpha^2Z^4+\dots$$

For $Z=79$ the first term is 2340.4 hartree. The full Dirac correction is 297.2 hartree, while the $\alpha^2Z^4$ term gives only 243 hartree, 18% less. The leading correction alone is thus poor here even before screening. The next term, $\frac{63}{1024}\alpha^4Z^6$, reduces the shortfall to 4%.

### 2. The atom with frozen orbitals

I generate orbitals in a local potential $v=v_{\rm nuc}+v_{\rm el}$, where $v_{\rm el}$ is the Hartree potential plus $-(3n/\pi)^{1/3}$, $n$ being the electron density. I do not use the density-functional energy, because its approximate exchange leaves a self-interaction error. Instead I evaluate exact exchange with these orbitals.

Let shell $a$ hold $n_a$ electrons out of $g_a=2|\kappa_a|$. Then

$$E=\sum_a n_ah_a+\sum_{a<b}n_an_bp_{ab}+\tfrac12\sum_an_a(n_a-1)p_{aa},$$

with $h_a=\varepsilon_a-\langle v_{\rm el}\rangle_a$, which removes the mean-field repulsion from the eigenvalue. Averaging over magnetic quantum numbers gives

$$p_{ab}=F^0_{ab}-\frac{X_{ab}}{g_ag_b},\qquad
p_{aa}=\frac{g_a^2F^0_{aa}-X_{aa}}{g_a(g_a-1)} .$$

Here $F^0$ is the spherical direct integral and $X$ is the exchange integral summed over both sets of $m$. In $p_{aa}$ the terms with equal $m$ cancel between direct and exchange, leaving $g_a(g_a-1)$ ordered pairs.

To find $X$, use the sum $\Gamma_\kappa(1,2)=\sum_m\chi_{\kappa m}(1)\chi^\dagger_{\kappa m}(2)$. On $j=l\pm\frac12$, $\boldsymbol\sigma\cdot\mathbf L$ equals $l$ or $-(l+1)$, so the projectors are $(l+1+\boldsymbol\sigma\cdot\mathbf L)/(2l+1)$ and $(l-\boldsymbol\sigma\cdot\mathbf L)/(2l+1)$. Acting on $(2l+1)P_l(x)/4\pi$, with $x=\hat r_1\cdot\hat r_2$, they give

$$\Gamma_\kappa(1,2)=\frac{|\kappa|P_l(x)+i\,{\rm sgn}(\kappa)\,\boldsymbol\sigma\cdot(\hat r_1\times\hat r_2)P_l'(x)}{4\pi}.$$

With $f=P_aP_b+Q_aQ_b$ and $r_<,r_>$ the smaller and larger radius,

$$X_{ab}=\sum_kc_k\iint f(r_1)f(r_2)\frac{r_<^k}{r_>^{k+1}}dr_1dr_2,$$

$$c_k=8\pi^2\int_{-1}^1P_k\,{\rm Tr}[\Gamma_a(2,1)\Gamma_b(1,2)]\,dx .$$

The factor $8\pi^2$ is $4\pi$ for one direction times $2\pi$ for the relative azimuth.

Removing one electron from shell $a$ with fixed orbitals changes $E$ by

$$-h_a-\sum_{b\ne a}n_bp_{ab}-(n_a-1)p_{aa}.$$

The frozen line is this change for $1s$ minus that for $2p_{3/2}$. It is 2267.952 hartree in the Schrödinger case. Replacing Schrödinger by Dirac, with a new self-consistent neutral atom, adds 278.180 hartree. This step includes the change in screening as all shells readjust.

Hydrogenic scaling does work if the charge is screened. Solving $(3/8)Z_{\rm eff}^2=2267.952$ gives $Z_{\rm eff}=77.768$. The Dirac formula at this charge predicts a correction of 277.06 hartree, 0.4% below the atomic one. That is a result for this line, not a general accuracy estimate.

### 3. Finite nucleus

Take a uniform sphere of radius $R=1.2A^{1/3}$ fm, which is $1.3195\times10^{-4}$ bohr for $A=197$. Inside it the potential lies above $-Z/r$ by

$$\Delta v=Z\left(\frac1r-\frac3{2R}+\frac{r^2}{2R^3}\right)>0.$$

The $1s$ level rises and the line falls. For the ion, first-order perturbation theory shows the scaling. Near the origin, normalization gives $P^2+Q^2\simeq(2Z)^{2\gamma+1}r^{2\gamma}/\Gamma(2\gamma+1)$, with $\Gamma$ now the gamma function. Integrating the three terms of $\Delta v$,

$$\frac1{2\gamma}-\frac3{2(2\gamma+1)}+\frac1{2(2\gamma+3)}=\frac3{2\gamma(2\gamma+1)(2\gamma+3)},$$

$$\Delta\varepsilon_{1s}\simeq\frac{2Z^2(2ZR)^{2\gamma}}{\Gamma(2\gamma+1)}\,\frac3{2\gamma(2\gamma+1)(2\gamma+3)} .$$

For $\gamma\to1$ this becomes $\frac25Z^4R^2$. At $Z=79$ the first-order formula gives 2.29 hartree, 28% above the 1.79 hartree of the full ion calculation, so I use it to show the scaling, not to obtain the shift. At large $Z$ the exponent $2\gamma$ itself falls with $Z$. Since $2ZR\ll1$, that makes the shift grow faster than $Z^4$: the factor $Z^2(2ZR)^{2\gamma}$ alone has local power

$$2+2\gamma-\frac{2(Z\alpha)^2}{\gamma}\ln(2ZR)\simeq3.63+3.15=6.78$$

at $Z=79$. The non-perturbative ion calculation at fixed $R$ gives 7.75; the difference comes from the remaining $\gamma$-dependent factors and from higher orders.

In gold the size term is $-1.730$ hartree, against $-1.793$ hartree for the bare ion's line.

### 4. Relaxation

Now each hole gets its own self-consistent field. The energy of the $1s$-hole state falls by 3.596 hartree and that of the $2p_{3/2}$-hole state by 2.301 hartree. Only the difference enters the line:

$$-3.596-(-2.301)=-1.295\ \text{hartree}.$$

There is a useful limit. For a fixed number of electrons, scaling lengths by $1/Z$ turns the nonrelativistic Hamiltonian into $Z^2(H_0+V/Z)$. Relaxation is second order in the repulsion $V$, so it scales as $Z^2(1/Z)^2=Z^0$. In this limit it becomes negligible beside the main term, which grows as $Z^2$. The limit does not describe a sequence of neutral atoms, where the number of electrons changes as well, so for gold the size of the term has to come from the calculation.

The orbitals do not minimize the exact-exchange energy, so the potential could matter. Raising its exchange strength by 20% changes the orbital-energy gap by 3.315 hartree but the relaxed line by only $-0.0049$ hartree. This stability belongs to the relaxed line, not to its split. A frozen hole energy is not stationary in the neutral-atom orbitals, so it changes to first order when the potential changes. The frozen line and the relaxation energies above therefore hold for this potential; another one moves energy between those entries while leaving their sum nearly fixed.

### 5. Breit interaction

Your suspicion is right: the Breit term used here acts between electrons, so a one-electron ion with a fixed nucleus has none. The simplest system that has one is the pair $1s^2$. The frequency-independent operator is

$$V_B=-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r_{12}}+\frac12\left[\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r_{12}}-\frac{(\boldsymbol\alpha_1\cdot\mathbf r_{12})(\boldsymbol\alpha_2\cdot\mathbf r_{12})}{r_{12}^3}\right].$$

The first term is magnetic, the second is retardation. The direct part vanishes on averaging because the current summed over $m$ is zero. Exchange enters with a minus sign, so the magnetic pair energy is a positive factor times the exchange integral of $+\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r_{12}$.

**The pair $1s^2$.** Here $\chi_{-1}=\eta/\sqrt{4\pi}$, with $\eta$ a constant spinor, and $\chi_{1}=-\boldsymbol\sigma\cdot\hat r\,\chi_{-1}$. The transition current is

$$\psi_m^\dagger\boldsymbol\alpha\psi_{m'}=\frac{iPQ}{4\pi r^2}\eta_m^\dagger[\boldsymbol\sigma\cdot\hat r,\boldsymbol\sigma]\eta_{m'}
=-\frac{2PQ}{4\pi r^2}\,(\eta_m^\dagger\boldsymbol\sigma\eta_{m'})\times\hat r .$$

The spin sum is ${\rm Tr}\,\sigma_i\sigma_j=2\delta_{ij}$, and $\sum_i(\hat e_i\times\hat r_1)\cdot(\hat e_i\times\hat r_2)=2x$. The product of currents thus carries $4\cdot2\cdot2x=16x$. Averaging $x$ times $1/r_{12}$ over angles leaves one third of the $k=1$ multipole. The exchange sum is therefore $\frac{16}3R^1$, and dividing by $g(g-1)=2$ gives

$$E_{\rm mag}(1s^2)=\frac83R^1(PQ,PQ).$$

For small $Z\alpha$, $Q=-(Z\alpha/2)P$ and $P^2=4Z^3r^2e^{-2Zr}$. In units of $1/Z$ for length,

$$R^1(P^2,P^2)=2Z\int_0^\infty4s^3e^{-2s}\left(\int_s^\infty4e^{-2r}dr\right)ds=16Z\int_0^\infty s^3e^{-4s}ds=\frac{3Z}8,$$

so $E_{\rm mag}\to Z^3\alpha^2/4$. This repulsion disappears when a $1s$ electron is removed, which lowers the line.

**Other pairs.** With $u=P_aQ_b$ and $v=Q_aP_b$, the current is

$$\psi_a^\dagger\boldsymbol\alpha\psi_b=\frac i{r^2}\left[u\,\chi_a^\dagger\boldsymbol\sigma\chi_{-b}-v\,\chi_{-a}^\dagger\boldsymbol\sigma\chi_b\right].$$

Multiplying by the reverse current, in which $u$ and $v$ change places, gives radial products $u_1u_2$, $v_1v_2$ and $-2u_1v_2$; the two mixed terms are equal after integration. Their angular weights follow from $c_k$ by replacing its trace with, respectively,

$${\rm Tr}[\Gamma_a(2,1)\sigma_i\Gamma_{-b}(1,2)\sigma_i],\qquad {\rm Tr}[\Gamma_{-a}(2,1)\sigma_i\Gamma_b(1,2)\sigma_i],$$

$${\rm Tr}[\boldsymbol\sigma\cdot\hat r_2\,\Gamma_a(2,1)\,\sigma_i\,\boldsymbol\sigma\cdot\hat r_1\,\Gamma_b(1,2)\,\sigma_i].$$

**Retardation.** It equals $-\frac12(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)r_{12}$, the gradients acting on $r_{12}$ alone. All orbitals of one state share a local one-electron Hamiltonian $h$, and $[h,F]=-ic\,\boldsymbol\alpha\cdot\nabla F$ for any function $F(\mathbf r)$. Hence

$$\langle a|\boldsymbol\alpha\cdot\nabla F|b\rangle=\frac ic(\varepsilon_a-\varepsilon_b)\langle a|F|b\rangle .$$

The second electron makes the reverse transition. The two factors multiply to $+(\varepsilon_a-\varepsilon_b)^2/c^2$, and the exchange sign cancels the operator's minus sign:

$$E_{\rm ret}=+\frac{(\varepsilon_a-\varepsilon_b)^2}{2c^2}\langle ab|r_{12}|ba\rangle .$$

This is negative for orthogonal orbitals: the Fourier transform of $r_{12}$ is $-8\pi/q^4$, and the transition density has no $q=0$ component. Retardation therefore opposes the magnetic term. For the ion's $1s$–$2p_{3/2}$ pair, the complete exchange sum agrees with direct integration over $r_1$, $r_2$ and $r_{12}$: both give 2.48782 hartree.

In gold the magnetic part of the line is $-10.042$ hartree and the retardation part $+0.627$ hartree, together $-9.415$ hartree. The $1s$–$1s$ magnetic integral is 7.261 hartree with $K$-hole orbitals. The pair itself is present only in the $2p_{3/2}$-hole state, whose $1s$ orbital differs slightly, so this number is a close measure and not the exact term; it indicates that the lost $1s$ pair supplies about 70% of the magnetic part.

### 6. QED

I take the one-loop Uehling potential as the starting point for vacuum polarization. For a point nucleus,

$$V_U=-\frac{2\alpha Z}{3\pi r}\int_1^\infty e^{-2crt}\left(1+\frac1{2t^2}\right)\frac{\sqrt{t^2-1}}{t^2}\,dt .$$

For the sphere it is averaged over the nuclear charge. Its strength can be checked by integrating over space: $\int e^{-2crt}r^{-1}d^3r=\pi\alpha^2/t^2$, and the remaining $t$-integral is $\frac13+\frac1{15}=\frac25$, so the volume integral is $-4Z\alpha^3/15$. For an $s$ state, multiplying by the nonrelativistic density $Z^3/(\pi n^3)$ at the nucleus gives a shift proportional to $\alpha^3Z^4/n^3$.

The electron self-energy is written with the same scale,

$$\delta_{\rm SE}=\frac{\alpha^3Z^4}{\pi n^3}F(Z\alpha).$$

The values $F=1.51$ for $1s$ and $0.26$ for $2p_{3/2}$ are outside inputs: rounded results of one-electron, point-nucleus calculations that do not expand in $Z\alpha$. They are not derived here. They give 7.275 and 0.157 hartree for the bare ion.

To transfer them to gold, I scale each by the ratio of Uehling expectation values in atom and ion. This assumes that both effects sample the orbital at short distance. The assumption is less secure for $2p_{3/2}$ than for $1s$, but the $2p_{3/2}$ self-energy is small. For $1s$ the ratio is 0.9819, close to the density ratio 0.9811 at the nuclear edge. That supports density scaling for the Uehling term; for the self-energy it remains an approximation. All $s$ shells use the $1s$ ratio of self-energy to Uehling shift, all $p_{3/2}$ shells the $2p_{3/2}$ ratio, and self-energy changes in other shells are neglected.

The self-energy weakens $1s$ binding and contributes $-6.909$ hartree to the line. Vacuum polarization strengthens it and contributes $+1.493$ hartree. The sum is $-5.416$ hartree.

### 7. The sum and its limits

| Part | hartree | eV |
|---|---:|---:|
| Schrödinger, frozen | 2267.95 | 61714 |
| Dirac | 278.18 | 7570 |
| Nuclear size | −1.73 | −47 |
| Relaxation | −1.30 | −35 |
| Breit | −9.42 | −256 |
| QED | −5.42 | −147 |
| **Total** | **2528.3** | **68798** |

Each entry is rounded separately, so the last digits need not add up exactly. The total, 68.80 keV, agrees with the rough value in your question. That agreement does not validate each part, since errors can cancel. Electron correlation, frequency-dependent Breit exchange, higher QED, the nuclear-size change of the self-energy, level structure within the configurations and solid-state shifts are missing, so the last digits in eV are not a prediction of the measured line.

For this line, hydrogenic scaling is good for the Dirac term once the charge is screened, and useful for short-range effects once the density is rescaled. Fixed leading powers are less reliable. Between $Z=78$ and $80$ the local powers are 4.45 for the $1s$ Dirac correction, 3.28 for the $1s^2$ magnetic energy and 5.00 for the $1s$ Uehling shift, instead of 4, 3 and 4. The screened Schrödinger line, from which $Z_{\rm eff}$ was taken, needs the many-electron calculation, and so do relaxation and the Breit terms beyond $1s^2$. The numerical output below gives the values used here.

## Computed results

```
Nuclear charge Z: 79; mass number: 197
Nuclear sphere radius: 1.3195e-04 bohr
Input self-energy F: 1s 1.51, 2p3/2 0.26
Gold K-alpha1 parts:
  Schroedinger, frozen: 2267.952 hartree = 61714.1 eV
  Dirac: 278.180 hartree = 7569.7 eV
  nuclear size: -1.730 hartree = -47.1 eV
  relaxation: -1.295 hartree = -35.2 eV
  Breit: -9.415 hartree = -256.2 eV
  QED: -5.416 hartree = -147.4 eV
  total: 2528.276 hartree = 68.7979 keV
Relaxation of 1s hole: -3.596 hartree
Relaxation of 2p3/2 hole: -2.301 hartree
Breit magnetic part: -10.042 hartree
Breit retardation part: 0.627 hartree
Magnetic 1s-1s pair integral, K-hole orbitals: 7.261 hartree
Uehling part of line: 1.493 hartree
Self-energy part of line: -6.909 hartree
Bare-ion 1s Uehling shift: -1.543 hartree
Bare-ion 1s self-energy: 7.275 hartree
Bare-ion 2p3/2 self-energy: 0.157 hartree
Gold/ion 1s Uehling ratio: 0.9819
Gold/ion 1s density ratio at nuclear edge: 0.9811
Bare-ion Schroedinger line: 2340.375 hartree
Bare-ion Dirac correction: 297.172 hartree
Bare-ion size correction: -1.793 hartree
Effective charge from Schroedinger line: 77.768
Dirac correction at effective charge: 277.062 hartree
Local Z power, Dirac: 4.45
Local Z power, size: 7.75
Local Z power, 1s2 magnetic: 3.28
Local Z power, Uehling: 5.00
Line change, exchange strength 1.0 to 1.2: -0.0049 hartree
Orbital-gap change in same test: 3.315 hartree
Neon energy, radial: -128.52753 hartree
Neon energy, Gaussian: -128.52749 hartree
Ion 1s-2p3/2 Breit sum, multipoles: 2.48782 hartree
Ion 1s-2p3/2 Breit sum, direct: 2.48782 hartree
```
